# Keating's elastic identity for diamond-structure crystals, with relaxed sublattices: a numerical check

```python
"""
Result under test: in the Keating model of a diamond-structure crystal with
relaxed sublattices, 2 C44 (C11 + C12) = (C11 - C12)(C11 + 3 C12).

Symbols: edge = cubic cell edge (nm); alpha, beta = bond-stretching and
angle constants (N/m); sigma = optional coupling of adjacent bond stretches
(N/m); C11, C12, C44 = elastic constants (GPa); zeta = internal-strain
parameter. Since 1 (N/m)/nm = 1 GPa, no conversion factors are needed.
Strains are ordered xx, yy, zz, yz, zx, xy with engineering shears.
The reference side differentiates the nonlinear energy of an eight-atom
periodic cell and lets every atom relax.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.optimize import minimize

# Eight-atom cube: first four atoms on one sublattice, last four on the other.
fcc = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
sites = np.vstack([fcc, fcc + 0.25])
neighbours, images = [], []
for i in range(8):
    found = []
    for j in range(8):
        for shift in itertools.product((-1, 0, 1), repeat=3):
            distance = np.linalg.norm(sites[j] + shift - sites[i])
            if 0.01 < distance < 0.5:
                found.append((j, shift))
    assert len(found) == 4
    neighbours.append([item[0] for item in found])
    images.append([item[1] for item in found])
neighbours = np.array(neighbours)
images = np.array(images, dtype=float)
first, second = np.triu_indices(4, 1)


def cell_energy(x, edge, alpha, beta, sigma=0.0):
    """Energy in (N/m) nm^2; x = six strains, then 24 shifts / edge."""
    xx, yy, zz, yz, zx, xy = x[:6]
    deformation = np.eye(3) + np.array([[xx, xy / 2, zx / 2],
                                        [xy / 2, yy, yz / 2],
                                        [zx / 2, yz / 2, zz]])
    positions = sites @ deformation.T + x[6:].reshape(8, 3)
    bonds = positions[neighbours] + images @ deformation.T
    bonds = edge * (bonds - positions[:, None, :])
    products = bonds @ bonds.transpose(0, 2, 1)
    d2 = 3 * edge**2 / 16
    stretch = np.diagonal(products, axis1=1, axis2=2) - d2
    bend = products[:, first, second] + d2 / 3
    coupling = stretch[:, first] * stretch[:, second]
    total = (alpha * np.sum(stretch**2) / 2 + beta * np.sum(bend**2)
             + sigma * np.sum(coupling))
    return 3 * total / (8 * d2)


def lattice_response(edge, alpha, beta, sigma=0.0, step=1e-4):
    """Relaxed and clamped stiffness, atomic response, force constants."""
    n = 30
    hessian = np.zeros((n, n))
    unit = step * np.eye(n)
    args = (edge, alpha, beta, sigma)
    for i in range(n):
        for j in range(i, n):
            a, b = unit[i], unit[j]
            value = (cell_energy(a + b, *args) - cell_energy(a - b, *args)
                     - cell_energy(b - a, *args)
                     + cell_energy(-a - b, *args)) / (4 * step**2)
            hessian[i, j] = hessian[j, i] = value
    # Holding the first atom fixed removes only rigid translation.
    response = -np.linalg.solve(hessian[9:, 9:], hessian[9:, :6])
    clamped = hessian[:6, :6] / edge**3
    relaxed = clamped + hessian[:6, 9:] @ response / edge**3
    return relaxed, clamped, response, hessian[6:, 6:] / edge**2


def derived_constants(edge, alpha, beta, sigma=0.0):
    bulk_part = alpha + 3 * sigma
    shear_part = alpha - sigma
    return ((bulk_part + 3 * beta) / edge, (bulk_part - beta) / edge,
            4 * shear_part * beta / (edge * (shear_part + beta)))


def cubic_matrix(c11, c12, c44):
    matrix = np.diag([c11 - c12] * 3 + [c44] * 3).astype(float)
    matrix[:3, :3] += c12
    return matrix


def identity_ratio(c11, c12, c44):
    return 2 * c44 * (c11 + c12) / ((c11 - c12) * (c11 + 3 * c12))


def close(a, b, scale, tolerance=2e-6):
    # Central differences have relative truncation error of order step^2.
    assert np.max(np.abs(np.asarray(a) - b)) < tolerance * scale


# Tests with different constants, including beta larger than alpha.
identity_errors = []
for edge, alpha, beta in [(0.5, 40., 10.), (0.7, 30., 25.), (0.6, 12., 20.)]:
    relaxed, clamped, response, forces = lattice_response(edge, alpha, beta)
    c11, c12, c44 = derived_constants(edge, alpha, beta)
    scale = (alpha + 3 * beta) / edge
    close(relaxed, cubic_matrix(c11, c12, c44), scale)
    close(clamped, cubic_matrix(c11, c12, (alpha + beta) / edge), scale)
    ratio = identity_ratio(relaxed[0, 0], relaxed[0, 1], relaxed[3, 3])
    identity_errors.append(abs(ratio - 1))
    assert identity_errors[-1] < 1e-5
    clamped_ratio = identity_ratio(clamped[0, 0], clamped[0, 1],
                                   clamped[3, 3])
    close(clamped_ratio, (alpha + beta)**2 / (4 * alpha * beta), 1, 1e-5)
    # Only a rigid shift of the second sublattice, driven by shear, may occur.
    zeta = (alpha - beta) / (alpha + beta)
    expected = np.zeros((7, 3, 6))
    for axis in range(3):
        expected[3:, axis, 3 + axis] = -zeta / 4
    close(response.reshape(7, 3, 6), expected, 1, 1e-5)
    # Opposite rigid motion of the sublattices is an optical eigenmode.
    mode = np.zeros((8, 3))
    mode[:4, 0], mode[4:, 0] = -1, 1
    mode = mode.ravel() / np.sqrt(8)
    close(forces @ mode, 8 * (alpha + beta) * mode, alpha + beta, 1e-5)

# Energy density before relaxation, for random strains and sublattice shifts.
random = np.random.default_rng(4)
for _ in range(5):
    edge, alpha, beta = 0.6, 35., 12.
    strain = 1e-6 * random.normal(size=6)
    w = 1e-6 * random.normal(size=3)
    shifts = np.zeros((8, 3))
    shifts[4:] = w / 4
    direct = cell_energy(np.r_[strain, shifts.ravel()],
                         edge, alpha, beta) / edge**3
    trace, gamma = strain[:3].sum(), strain[3:]
    formula = (alpha * (trace**2 + np.sum((gamma + w)**2))
               + beta * (4 * np.sum(strain[:3]**2) - trace**2
                         + np.sum((gamma - w)**2))) / (2 * edge)
    assert abs(direct / formula - 1) < 1e-4

# An extra symmetry-allowed coupling must break the identity as derived.
demo_edge, demo_alpha, demo_beta, demo_sigma = 0.5, 40., 10., 4.
demo = lattice_response(demo_edge, demo_alpha, demo_beta, demo_sigma)[0]
close(demo, cubic_matrix(*derived_constants(
    demo_edge, demo_alpha, demo_beta, demo_sigma)), 200)
demo_ratio = identity_ratio(demo[0, 0], demo[0, 1], demo[3, 3])
p, q = demo_alpha + 3 * demo_sigma, demo_alpha - demo_sigma
close(demo_ratio, q * (p + demo_beta) / ((q + demo_beta) * p), 1, 1e-5)
assert abs(demo_ratio - 1) > 0.01

# Silicon: rough measured inputs, with half-widths of their rounding.
c11, c12, c44, edge = 170., 64., 80., 0.54
half_widths = (5., 0.5, 0.5)
alpha = edge * (c11 + 3 * c12) / 4
beta = edge * (c11 - c12) / 4
zeta = (alpha - beta) / (alpha + beta)
relaxed, clamped, _, _ = lattice_response(edge, alpha, beta)
coarse = lattice_response(edge, alpha, beta, step=1e-3)[0]
step_shift = coarse[3, 3] - relaxed[3, 3]
assert abs(step_shift) < 0.01
close([relaxed[0, 0], relaxed[0, 1]], [c11, c12], c11)
predicted = relaxed[3, 3]
left = 2 * c44 * (c11 + c12)
right = (c11 - c12) * (c11 + 3 * c12)
ratio = left / right


def fitted_coupling(a, b, c):
    """Three-constant fit: returns alpha, beta, sigma."""
    bulk_part = edge * (a + 3 * b) / 4
    angle = edge * (a - b) / 4
    shear_part = c * edge * angle / (4 * angle - c * edge)
    coupling = (bulk_part - shear_part) / 4
    return bulk_part - 3 * coupling, angle, coupling


axes = [np.linspace(v - h, v + h, 11)
        for v, h in zip((c11, c12, c44), half_widths)]
box = np.array(list(itertools.product(*axes)))
ratios = identity_ratio(*box.T)
predictions = ((box[:, 0] - box[:, 1]) * (box[:, 0] + 3 * box[:, 1])
               / (2 * (box[:, 0] + box[:, 1])))
clamped_values = (box[:, 0] + box[:, 1]) / 2
sigmas = fitted_coupling(*box.T)[2]
assert ratios.min() < 1 < ratios.max()
assert clamped_values.min() > c44 + half_widths[2]
fit = fitted_coupling(c11, c12, c44)
close(lattice_response(edge, *fit)[0], cubic_matrix(c11, c12, c44), c11)

# Neglected effects: thermal changes and adiabatic measurement.
thermal = [identity_ratio(c11 * (1 + .01 * s), c12 * (1 + .01 * t),
                          c44 * (1 + .01 * v)) - ratio
           for s, t, v in itertools.product((-1, 1), repeat=3)]
thermal_shift = max(abs(value) for value in thermal)
temperature, expansion, heat_capacity = 300., 2.6e-6, 1.6e6
bulk = (c11 + 2 * c12) / 3
adiabatic = (temperature * (3 * expansion * bulk * 1e9)**2
             / heat_capacity / 1e9)
adiabatic_shift = identity_ratio(c11 - adiabatic, c12 - adiabatic, c44) - ratio


def finite_strain_change(component, size, stiffness):
    """Relative departure of relaxed energy from its quadratic form."""
    reference = stiffness * size**2 * edge**3 / 2

    def scaled_energy(w):
        x = np.zeros(30)
        x[component] = size
        shifts = np.zeros((8, 3))
        shifts[4:] = size * w / 4
        x[6:] = shifts.ravel()
        return cell_energy(x, edge, alpha, beta) / reference
    return minimize(scaled_energy, np.zeros(3), method="BFGS").fun - 1


tension_change = finite_strain_change(0, 0.01, c11)
shear_change = finite_strain_change(3, 0.01, predicted)
assert abs(finite_strain_change(0, 1e-4, c11)) < 1e-3
assert abs(finite_strain_change(3, 1e-4, predicted)) < 1e-3

# Optical mode: a property not used in fixing alpha and beta.
mass_number, rough_optical = 28., 16.
mass = mass_number * constants.atomic_mass
optical = np.sqrt(8 * (alpha + beta) / mass) / (2 * np.pi) / 1e12
optical_mismatch = (optical / rough_optical)**2 - 1

print(f"Largest identity error, three test lattices: "
      f"{max(identity_errors):.1e}")
print(f"Coupled test lattice edge: {demo_edge:.2f} nm")
print(f"Coupled test alpha, beta, sigma: {demo_alpha:.0f}, "
      f"{demo_beta:.0f}, {demo_sigma:.0f} N/m")
print(f"Coupled test left/right ratio: {demo_ratio:.4f}")
print("Silicon inputs below are rough measured values")
print(f"C11: {c11:.0f} GPa, rounding half-width {half_widths[0]:.1f} GPa")
print(f"C12: {c12:.0f} GPa, rounding half-width {half_widths[1]:.1f} GPa")
print(f"C44: {c44:.0f} GPa, rounding half-width {half_widths[2]:.1f} GPa")
print(f"Cubic edge: {edge:.2f} nm")
print(f"alpha from C11 and C12: {alpha:.2f} N/m")
print(f"beta from C11 and C12: {beta:.2f} N/m")
print(f"Internal-strain parameter zeta: {zeta:.3f}")
print(f"Clamped C44 from lattice: {clamped[3, 3]:.1f} GPa")
print(f"Relaxed C44 from lattice: {predicted:.1f} GPa")
print(f"C44 shift, difference step 1e-3 against 1e-4: {step_shift:.1e} GPa")
print(f"Relaxed C44 range from rounding: {predictions.min():.1f} to "
      f"{predictions.max():.1f} GPa")
print(f"Clamped C44 range from rounding: {clamped_values.min():.1f} to "
      f"{clamped_values.max():.1f} GPa")
print(f"Identity left side: {left:.0f} GPa^2")
print(f"Identity right side: {right:.0f} GPa^2")
print(f"Left/right ratio: {ratio:.3f}")
print(f"Ratio range from rounding: {ratios.min():.3f} to {ratios.max():.3f}")
print(f"Three-constant fit alpha: {fit[0]:.2f} N/m")
print(f"Three-constant fit beta: {fit[1]:.2f} N/m")
print(f"Three-constant fit sigma: {fit[2]:.2f} N/m")
print(f"Fitted sigma/alpha: {fit[2] / fit[0]:.3f}")
print(f"Sigma range from rounding: {sigmas.min():.2f} to "
      f"{sigmas.max():.2f} N/m")
print(f"Largest ratio shift, independent 1% changes: {thermal_shift:.3f}")
print(f"Temperature for adiabatic estimate: {temperature:.0f} K")
print(f"Rough linear expansion coefficient: {expansion:.1e} 1/K")
print(f"Rough heat capacity: {heat_capacity:.1e} J/(m^3 K)")
print(f"Bulk modulus from inputs: {bulk:.1f} GPa")
print(f"Adiabatic minus isothermal C11 or C12: {adiabatic:.3f} GPa")
print(f"Ratio shift, adiabatic to isothermal: {adiabatic_shift:.5f}")
print(f"Energy departure at 1% uniaxial strain: {100*tension_change:.3f} %")
print(f"Energy departure at 1% engineering shear: {100*shear_change:.4f} %")
print(f"Rough atomic mass: {mass_number:.0f} u")
print(f"Model optical frequency: {optical:.1f} THz")
print(f"Rough measured optical frequency: {rough_optical:.0f} THz")
print(f"Optical stiffness excess of model: {100*optical_mismatch:.0f} %")
print("every check passed")
```

It prints:

```
Largest identity error, three test lattices: 8.8e-08
Coupled test lattice edge: 0.50 nm
Coupled test alpha, beta, sigma: 40, 10, 4 N/m
Coupled test left/right ratio: 0.9331
Silicon inputs below are rough measured values
C11: 170 GPa, rounding half-width 5.0 GPa
C12: 64 GPa, rounding half-width 0.5 GPa
C44: 80 GPa, rounding half-width 0.5 GPa
Cubic edge: 0.54 nm
alpha from C11 and C12: 48.87 N/m
beta from C11 and C12: 14.31 N/m
Internal-strain parameter zeta: 0.547
Clamped C44 from lattice: 117.0 GPa
Relaxed C44 from lattice: 82.0 GPa
C44 shift, difference step 1e-3 against 1e-4: 6.5e-04 GPa
Relaxed C44 range from rounding: 78.5 to 85.4 GPa
Clamped C44 range from rounding: 114.2 to 119.8 GPa
Identity left side: 37440 GPa^2
Identity right side: 38372 GPa^2
Left/right ratio: 0.976
Ratio range from rounding: 0.931 to 1.026
Three-constant fit alpha: 45.24 N/m
Three-constant fit beta: 14.31 N/m
Three-constant fit sigma: 1.21 N/m
Fitted sigma/alpha: 0.027
Sigma range from rounding: -1.55 to 2.99 N/m
Largest ratio shift, independent 1% changes: 0.027
Temperature for adiabatic estimate: 300 K
Rough linear expansion coefficient: 2.6e-06 1/K
Rough heat capacity: 1.6e+06 J/(m^3 K)
Bulk modulus from inputs: 99.3 GPa
Adiabatic minus isothermal C11 or C12: 0.113 GPa
Ratio shift, adiabatic to isothermal: 0.00028
Energy departure at 1% uniaxial strain: 1.003 %
Energy departure at 1% engineering shear: 0.0019 %
Rough atomic mass: 28 u
Model optical frequency: 16.6 THz
Rough measured optical frequency: 16 THz
Optical stiffness excess of model: 8 %
every check passed
```
